\section*{Capacitance of Conductors in an Aligned Uniaxial Dielectric by Coordinate Stretching, part 1}

(Sections cited here and not found follow in the second part.)

\section{Reduction to an isotropic problem}

Before an anisotropic film is entered into a capacitance solver that accepts one scalar permittivity, two things must be decided: which number to enter, and which lengths in the drawing to change. The two choices belong together. If the film has relative permittivities $\epsilon_x$ in the plane and $\epsilon_z$ along its normal, the solver is given
\begin{equation}
\epsilon_g=\sqrt{\epsilon_x\epsilon_z},\qquad
s=\sqrt{\frac{\epsilon_x}{\epsilon_z}},\qquad
x'=x,\quad z'=sz .
\label{eq:rule}
\end{equation}
Every vertical length is multiplied by $s$, including conductor thicknesses and the distances to ground planes. The capacitances per unit length that come back need no further correction. If $\epsilon_g$ is entered and the drawing is left alone, the coupling between neighbouring lines in the example of the second half is 12\% too low and the capacitance to ground 12\% too high, relative to the stretched calculation.

\subsection{Assumptions and conventions}

The conductors run along $y$ and their cross-section lies in the $(x,z)$ plane, with $z$ upward. The dielectric is linear and lossless, and its principal axes coincide with the coordinate axes. For now $\epsilon_x$ and $\epsilon_z$ are positive constants throughout the dielectric. In a uniaxial film with its optic axis along $z$, the permittivity along $y$ equals $\epsilon_x$. If the optic axis lies along $y$ instead, then $\epsilon_x=\epsilon_z$, so $s=1$ and no stretch is needed.

The fields are quasi-static and vary along $y$ over distances much longer than the cross-section. The electric field in the cross-section is then $\mathbf E=-\nabla\phi$ with $\phi=\phi(x,z)$, and each conductor has one potential. The displacement is
\begin{equation}
D_x=-\epsilon_0\epsilon_x\frac{\partial\phi}{\partial x},\qquad
D_z=-\epsilon_0\epsilon_z\frac{\partial\phi}{\partial z}.
\label{eq:D}
\end{equation}
The cross-section is closed by a grounded shield, or by grounded planes between which the potential decays sideways. These grounded surfaces are the reference for all potentials.

Let $Q_i$ be the charge per unit length on conductor $i$ and $V_j$ the potential of conductor $j$. The Maxwell capacitance matrix is defined by
\begin{equation}
Q_i=\sum_j C_{ij}V_j .
\label{eq:Cdef}
\end{equation}
A positive potential on line $j$ induces negative charge on a grounded neighbour $i$, so $C_{ij}<0$ for such a pair. The coupling capacitance is $-C_{ij}$. The capacitance of line $i$ to ground is $\sum_jC_{ij}$, its charge per volt when all the lines share one potential.

\subsection{The field equation fixes the ratio of the stretches}

There is no free charge inside the dielectric, so $\partial D_x/\partial x+\partial D_z/\partial z=0$. Inserting Eq.~\eqref{eq:D} and dividing by $-\epsilon_0$ gives
\begin{equation}
\epsilon_x\frac{\partial^2\phi}{\partial x^2}
+\epsilon_z\frac{\partial^2\phi}{\partial z^2}=0 .
\label{eq:aniso}
\end{equation}
Take new coordinates $x'=ax$ and $z'=bz$ with positive constants $a$ and $b$, and carry the potential along with the points: $\psi(x',z')=\phi(x,z)$. By the chain rule,
\begin{equation}
\frac{\partial\phi}{\partial x}=a\frac{\partial\psi}{\partial x'},\qquad
\frac{\partial\phi}{\partial z}=b\frac{\partial\psi}{\partial z'} .
\label{eq:chain}
\end{equation}
A second differentiation brings a second factor of $a$ or $b$, so Eq.~\eqref{eq:aniso} becomes
\begin{equation}
\epsilon_xa^2\frac{\partial^2\psi}{\partial x'^2}
+\epsilon_zb^2\frac{\partial^2\psi}{\partial z'^2}=0 .
\end{equation}
This is Laplace's equation when the two coefficients are equal:
\begin{equation}
\epsilon_xa^2=\epsilon_zb^2
\quad\Longrightarrow\quad
\frac ba=\sqrt{\frac{\epsilon_x}{\epsilon_z}}=s .
\label{eq:ratio}
\end{equation}
A conductor surface in the physical plane becomes a curve in the stretched plane, and the potential on it is unchanged. Hence $\psi$ solves an isotropic problem with the stretched conductors.

The permittivity of that problem is still open. Laplace's equation can be multiplied by any constant, so the common factor $\epsilon_xa^2$ carries no information about charge. The permittivity has to come from the flux.

\subsection{The flux fixes the permittivity}

Traverse a closed curve counterclockwise, with $x$ to the right and $z$ upward. For a step $(dx,dz)$, the outward normal multiplied by the length of the step is $(dz,-dx)$. At the rightmost point of a circle, for instance, the step points upward and the normal points to the right. The outward flux through the step, per unit length along $y$, is therefore
\begin{equation}
dQ=D_x\,dz-D_z\,dx .
\label{eq:flux}
\end{equation}
Substitute Eqs.~\eqref{eq:D} and \eqref{eq:chain}, with $dx=dx'/a$ and $dz=dz'/b$:
\begin{equation}
dQ=-\epsilon_0\left[
\epsilon_x\frac ab\frac{\partial\psi}{\partial x'}\,dz'
-\epsilon_z\frac ba\frac{\partial\psi}{\partial z'}\,dx'\right].
\end{equation}
With $b/a=s$ the two coefficients are
\begin{equation}
\frac{\epsilon_x}{s}
=\epsilon_x\sqrt{\frac{\epsilon_z}{\epsilon_x}}
=\sqrt{\epsilon_x\epsilon_z},\qquad
\epsilon_zs
=\epsilon_z\sqrt{\frac{\epsilon_x}{\epsilon_z}}
=\sqrt{\epsilon_x\epsilon_z}.
\label{eq:coefs}
\end{equation}
Both equal $\epsilon_g$, and so
\begin{equation}
dQ=-\epsilon_0\epsilon_g\left(
\frac{\partial\psi}{\partial x'}\,dz'
-\frac{\partial\psi}{\partial z'}\,dx'\right).
\label{eq:isoflux}
\end{equation}
This is the flux through the stretched step in an isotropic medium of relative permittivity $\epsilon_g$. Since $a$ and $b$ are positive, the direction of traversal is preserved and no sign changes.

The equality holds for each piece of a curve, not just for the closed curve. Each segment of a conductor surface therefore carries the same charge in both problems. The charge per unit area changes only where the segment changes length. For $a=1$ a horizontal segment keeps its density, while on a vertical segment the density in the stretched drawing is $1/s$ times the physical one.

Equal potentials now go with equal charges on every conductor. For this to imply equal capacitance matrices, the potentials must determine the field. Let $u$ be the difference between two solutions with the same conductor potentials. It satisfies Eq.~\eqref{eq:aniso} and vanishes on all conductors and grounded surfaces. Multiplying Eq.~\eqref{eq:aniso} by $u$ and integrating by parts over the dielectric gives
\begin{equation}
\int\left[\epsilon_x\left(\frac{\partial u}{\partial x}\right)^2
+\epsilon_z\left(\frac{\partial u}{\partial z}\right)^2\right]dx\,dz=0 ,
\end{equation}
since the boundary term contains $u$. Both coefficients are positive, so $u$ is constant, and its boundary value makes it zero. The matrices are equal:
\begin{equation}
C_{ij}[\text{physical shape};\epsilon_x,\epsilon_z]
=C_{ij}[\text{stretched shape};\epsilon_g].
\label{eq:result}
\end{equation}

The result holds for every $a$ with $b=sa$. Two choices of $a$ give stretched drawings that differ by a uniform magnification, so such a magnification leaves the capacitance per unit length unchanged. The choice $a=1$ gives Eq.~\eqref{eq:rule}. In a uniform dielectric one may equally keep all heights and divide every horizontal length by $s$. For a stack of different horizontal layers, $a=1$ is the useful choice.

\subsection{The same result from the energy}

The energy form gives an independent derivation and also yields bounds. Let $\phi_i$ be the dimensionless potential that equals one on conductor $i$ and zero on all the others. Let $\mathbf D^{(j)}$ be the displacement per volt when conductor $j$ alone is raised, and let $\mathbf n$ point out of the conductors. Then
\begin{align}
C_{ij}&=\oint_i\mathbf D^{(j)}\cdot\mathbf n\,dl
=\sum_k\oint_k\phi_i\,\mathbf D^{(j)}\cdot\mathbf n\,dl \nonumber\\
&=-\int\nabla\cdot\left(\phi_i\mathbf D^{(j)}\right)dx\,dz
=-\int\nabla\phi_i\cdot\mathbf D^{(j)}\,dx\,dz .
\end{align}
The sum may run over all conductors because $\phi_i$ vanishes on those that were added. The minus sign arises because $\mathbf n$ points into the dielectric, and the last equality uses $\nabla\cdot\mathbf D^{(j)}=0$. With Eq.~\eqref{eq:D},
\begin{equation}
C_{ij}=\epsilon_0\int\left(
\epsilon_x\frac{\partial\phi_i}{\partial x}\frac{\partial\phi_j}{\partial x}
+\epsilon_z\frac{\partial\phi_i}{\partial z}\frac{\partial\phi_j}{\partial z}
\right)dx\,dz ,
\label{eq:energy}
\end{equation}
which is symmetric in $i$ and $j$. Under the stretch the first term gains $a^2$, the second $b^2$, and the area element becomes $dx'dz'/(ab)$. The coefficients are then $\epsilon_xa/b$ and $\epsilon_zb/a$, both equal to $\epsilon_g$ by Eq.~\eqref{eq:coefs}. Equation~\eqref{eq:result} follows again.

Now add to $\phi_i$ any function $u$ that vanishes on all conductors. The cross term in the integral of Eq.~\eqref{eq:energy} is zero, by the integration by parts just used, and the term quadratic in $u$ is not negative. Hence $C_{ii}$ is the minimum of the integral over all trial potentials with the correct boundary values. Lowering both permittivities to the smaller one cannot raise this minimum, and raising both to the larger one cannot lower it:
\begin{equation}
C_{ii}[\min(\epsilon_x,\epsilon_z)]\le C_{ii}
\le C_{ii}[\max(\epsilon_x,\epsilon_z)] .
\label{eq:bounds}
\end{equation}
The outer terms belong to isotropic media in the unstretched geometry. The argument covers diagonal elements. It does not bound the coupling capacitance.

\subsection{Limits that check the factors}

Consider a horizontal plate pair of width $w$ and separation $h\ll w$, with edge fields neglected. The stretch leaves $w$ alone and changes $h$ to $sh$, so
\begin{equation}
C\simeq\epsilon_0\epsilon_g\frac{w}{sh}
=\epsilon_0\epsilon_z\frac wh .
\label{eq:plate}
\end{equation}
For two facing sidewalls of height $t$ and separation $d\ll t$, the height becomes $st$ and
\begin{equation}
C\simeq\epsilon_0\epsilon_g\frac{st}{d}
=\epsilon_0\epsilon_x\frac td .
\label{eq:wall}
\end{equation}
Each limit contains the permittivity along its own field, as it must. Exchanging $s$ and $1/s$ by mistake would change $h$ to $h/s$ and give $\epsilon_gs=\epsilon_x$ instead of $\epsilon_z$ in the first limit, so a wide plate pair is a useful trial input for an implementation.

A case with curved conductors can be solved in closed form. Let the stretched conductors be concentric circles of radii $R_1<R_2$. The isotropic field at radius $\rho'$ is $V/[\rho'\ln(R_2/R_1)]$. Multiplying it by $\epsilon_0\epsilon_g$ and by the circumference $2\pi\rho'$ gives the charge, so
\begin{equation}
C=\frac{2\pi\epsilon_0\epsilon_g}{\ln(R_2/R_1)} .
\label{eq:ellipse}
\end{equation}
The physical conductors satisfy $x^2+s^2z^2=R_{1,2}^2$. They are ellipses with semi-axes $R_{1,2}$ along $x$ and $R_{1,2}/s$ along $z$. A wire that is round in the physical plane becomes an ellipse in the stretched plane, and Eq.~\eqref{eq:ellipse} does not apply to it.

For $\epsilon_x=3.6$, $\epsilon_z=2.8$, $R_1=1\,\mu\mathrm m$ and $R_2=3\,\mu\mathrm m$, the formula gives $160.8\,\mathrm{aF}/\mu\mathrm m$. As a test, the anisotropic flux of $\phi=-\tfrac12\ln(x^2+s^2z^2)$ was integrated numerically in the physical plane. Two circles were used, with centres $(0.3,-0.2)$ and $(-0.5,0.7)\,\mu\mathrm m$ and radii 1.5 and $2.5\,\mu\mathrm m$. Both fluxes agreed with $2\pi\epsilon_g$ to within one part in a million.

\section{Layers, a worked line array and sources of error}

The symbols carried over are the relative permittivities $\epsilon_x$ (horizontal) and $\epsilon_z$ (vertical), the stretch $s=\sqrt{\epsilon_x/\epsilon_z}$ and the scalar permittivity $\epsilon_g=\sqrt{\epsilon_x\epsilon_z}$. With $x'=x$ and $z'=sz$, the stretched conductors in the medium $\epsilon_g$ have the same matrix $C_{ij}$ per unit length as the physical ones. The potential $\psi$ in the stretched plane equals $\phi$ at the corresponding physical point, and each surface segment keeps its charge. Plate pairs follow $\epsilon_z$ and facing sidewalls follow $\epsilon_x$. A diagonal element $C_{ii}$ lies between its values for the two isotropic media $\epsilon_x$ and $\epsilon_z$.

For a uniform film with its principal axes along the coordinate axes, stretching every height by $s$ and entering $\epsilon_g$ reproduces the full capacitance matrix. What remains is to extend the rule to horizontal layers, apply it to an array of three lines, and examine the cost of shortcuts and the limits of the model.
